# Choosing the Sommerfeld path and decay channels for emitters above multilayers

## What the setting decides

When a computed molecular transition is placed above a layered structure, its decay rate follows from a Sommerfeld integral. Two choices must be made: the path of integration, and the rule that divides the rate into channels. The first is a matter of numerical efficiency. The second is partly a convention.

Let the emitter be a point dipole in vacuum at height $z_0$ above the stack, with $k_0=\omega/c$ and $\zeta=k_0z_0$. Fields vary as $e^{-i\omega t}$. The in-plane wave number is $k_0s$, the vertical one is $k_0q$, and $q=\sqrt{1-s^2}$ with $\mathrm{Im}\,q\ge0$. In units of the free-space rate $\Gamma_0$,

$$\Gamma_\perp=1+\tfrac32\,\mathrm{Re}\int_0^\infty ds\,\frac{s^3}{q}\,r_p\,e^{2iq\zeta},\tag{1}$$

$$\Gamma_\parallel=1+\tfrac34\,\mathrm{Re}\int_0^\infty ds\,\frac{s}{q}\left(r_s-q^2r_p\right)e^{2iq\zeta}.\tag{2}$$

The path may be bent below the real $s$ axis if it crosses no pole. The part with $s<1$ splits into radiation and absorption. The part with $s>1$ splits into plasmon terms and a lossy remainder. With $\kappa=\sqrt{s^2-1}$, and $R_j$ the residue of $r_p$ at its pole $\kappa_j$, a forward plasmon $j$ (pole above the real axis; a backward one enters with the opposite sign) contributes

$$\Gamma_{\perp,j}=\tfrac{3\pi}{2}\mathrm{Re}\!\left[(1+\kappa_j^2)R_je^{-2\kappa_j\zeta}\right],\quad
\Gamma_{\parallel,j}=\tfrac{3\pi}{4}\mathrm{Re}\!\left[\kappa_j^2R_je^{-2\kappa_j\zeta}\right].\tag{3}$$

The layers are passive, non-magnetic and described by local permittivities $\varepsilon_j$. The substrate is either absorbing or no denser optically than vacuum. The split for $s>1$ needs two further conditions. The stack must have no dielectric guided modes, so that $r_s$ has no poles near the real axis; otherwise their residues form further channels. The substrate's branch point $\kappa=\sqrt{\varepsilon_N-1}$ must also lie away from the positive real $\kappa$ axis, which excludes a dense, weakly absorbing substrate. Coupling is weak enough for a decay rate to exist, and the transition dipole is taken as unchanged by the surface.

## From the Green tensor to the integrals

A dipole $\mathbf d$ delivers the mean power $P=\frac{\omega}{2}\mathrm{Im}(\mathbf d^*\!\cdot\mathbf E)$, with $\mathbf E=\mu_0\omega^2\mathsf G\mathbf d$ at its own position. Hence $P$ is proportional to $\mathrm{Im}\,\mathsf G$. The golden rule gives the same ratio for the quantum decay rate.

In free space, $\mathsf G_0=(1+\nabla\nabla/k_0^2)\,e^{ik_0R}/(4\pi R)$. The plane-wave expansion of the spherical wave is

$$\frac{e^{ik_0R}}{4\pi R}=\frac{i}{8\pi^2}\int\frac{d^2k_\parallel}{k_0q}\,e^{i\mathbf k_\parallel\cdot\boldsymbol\rho+ik_0q|z|}.$$

Each gradient becomes $i\mathbf k$, so each wave carries the transverse tensor $1-\mathbf k\mathbf k/k_0^2$. For in-plane direction $\hat{\mathbf x}$ this equals $\hat{\mathbf y}\hat{\mathbf y}+\mathbf p^\pm\mathbf p^\pm$, where

$$\mathbf p^\pm=\hat{\mathbf y}\times(s\hat{\mathbf x}\pm q\hat{\mathbf z})=-s\hat{\mathbf z}\pm q\hat{\mathbf x}$$

for upward and downward waves. A downward wave reaches the stack with phase $e^{iq\zeta}$, is reflected, and returns with another such factor. Defining $r_p$ for the magnetic field, the reflected tensor is $r_s\hat{\mathbf y}\hat{\mathbf y}+r_p\mathbf p^+\mathbf p^-$.

Its vertical element is $s^2r_p$. Averaging over in-plane directions gives the horizontal element $\frac12(r_s-q^2r_p)$; the minus sign comes from $p_x^+p_x^-=-q^2$. With $d^2k_\parallel\to2\pi k_0^2s\,ds$,

$$G^{\rm sc}_{zz}=\frac{ik_0}{4\pi}\int_0^\infty ds\frac{s^3}{q}r_pe^{2iq\zeta},\quad
G^{\rm sc}_{xx}=\frac{ik_0}{8\pi}\int_0^\infty ds\frac sq(r_s-q^2r_p)e^{2iq\zeta}.$$

The free-space value is $\mathrm{Im}\,G_{0,zz}=\frac{k_0}{4\pi}\int_0^1ds\,s^3/q=\frac{k_0}{4\pi}\cdot\frac23=\frac{k_0}{6\pi}$. Multiplying $\mathrm{Im}\,\mathsf G^{\rm sc}$ by $6\pi/k_0$ and using $\mathrm{Im}(iX)=\mathrm{Re}\,X$ gives (1) and (2). Axial symmetry makes $\mathsf G^{\rm sc}$ diagonal, so a dipole at angle $\vartheta$ to the normal decays at the rate $\Gamma_\perp\cos^2\vartheta+\Gamma_\parallel\sin^2\vartheta$.

## Reflection from any number of layers

Put $q_j=\sqrt{\varepsilon_j-s^2}$, and let $y_j=q_j/\varepsilon_j$ for $p$ waves and $y_j=q_j$ for $s$ waves. The tangential field ($H$ for $p$, $E$ for $s$) is continuous. So is its partner, which is $y_j$ times the difference of the downward and upward amplitudes. At a single interface, $1+\rho=\tau$ and $y_i(1-\rho)=y_j\tau$, hence

$$\rho_{ij}=\frac{y_i-y_j}{y_i+y_j},\qquad \tau_{ij}=1+\rho_{ij}.$$

Let layer $j$ have thickness $\delta_j/k_0$, and let everything below it reflect with amplitude $r'$. If the downward amplitude at its top is $a$, the upward one is $ga$, with $g=r'e^{2iq_j\delta_j}$. Continuity gives $1+r=a(1+g)$ and $y_i(1-r)=y_ja(1-g)$. Dividing, and using $y_j/y_i=(1-\rho_{ij})/(1+\rho_{ij})$,

$$\frac{1-r}{1+r}=\frac{(1-\rho_{ij})(1-g)}{(1+\rho_{ij})(1+g)}
\;\Rightarrow\;
r=\frac{\rho_{ij}+g}{1+\rho_{ij}g},\quad a=\frac{1+\rho_{ij}}{1+\rho_{ij}g}.\tag{4}$$

If $t'$ is the transmission of the lower part, the new transmission is $t=a\,e^{iq_j\delta_j}t'$. One starts at the lowest interface and works upward.

## Where the path may go

Reversing the sign of $q_j$ in an interior layer merely exchanges the names of its two waves, so $r$ is unchanged and these layers add no branch points. The square roots that remain belong to the emitter's medium and the substrate.

Poles of $r$ are modes of the stack. Suppose that weak loss damps a mode of real wave number $k$ as $e^{-\gamma t}$, so its complex frequency is $\omega(k)-i\gamma$. To restore a real frequency, the wave number must shift by $\delta k=i\gamma/v_g$, to first order in the loss. A mode whose group velocity $v_g$ points along its phase velocity therefore lies above the real axis, and a backward mode lies below it.

For forward modes the path should go below the axis. With $s=x-iy$ and $x,y>0$,

$$1-s^2=1-x^2+y^2+2ixy.$$

The imaginary part is positive, so $q$ stays in the first quadrant and no cut is crossed. The same holds for a passive substrate. The factor $e^{2iq\zeta}$ never exceeds one in magnitude. A convenient path is

$$s(\theta)=\tfrac a2(1-\cos\theta)-ib\sin\theta,\qquad0\le\theta\le\pi,\tag{5}$$

followed by the real axis from $a$ onward. This leads to four rules.

- **Endpoint.** Choose $a$ beyond the real parts of the poles.
- **Depth.** For large $x$, $q\approx is=y+ix$, so the path adds a phase of about $2y\zeta$. There the integrand is already damped by $e^{-2x\zeta}$, so this phase costs little, while depth keeps the nodes away from the poles. A large $2b\zeta$ is therefore acceptable, and only a very deep path loses accuracy again. For the film treated below, with $\zeta=20$, $a=3$ and 32 nodes, the errors are $4\times10^{-2}$, $1\times10^{-9}$ and $1\times10^{-5}$ for $b=0.025$, 0.6 and 1.5. Compare two depths.
- **Cutoff.** The tail falls as $e^{-2s\zeta}$ times powers of $s$. Extending it by $20/\zeta$ reduces the exponential by a further factor $e^{-40}$. Small heights need long tails, with panels whose lengths grow geometrically.
- **Backward modes.** If the path passes below such a pole, subtract $2\pi i$ times the residue of the integrand, because the lower path minus the original one encircles the pole counterclockwise.

The last case does occur. Take a metal half-space with $\varepsilon=-1.6+0.02i$ and a coating with $\varepsilon=2.25$ and $\delta=0.02$. Newton iteration on $1/r_p=0$ gives $s\approx20.3-0.91i$. Poles below the axis need not be weakly damped backward modes. In a thicker coating the forward and backward modes of this stack merge into a complex-conjugate pair that survives without loss: for $\delta=0.085$ and $\mathrm{Im}\,\varepsilon\to0$, $s\approx3.01\pm0.61i$. The same subtraction applies to the lower pole. The two terms of (3) are then large, opposite in sign and cancel in the lossless limit, so neither is a rate by itself.

## Radiation and absorption for $s<1$

Use $u=q$ as variable. Since $s\,ds=-u\,du$, $\int_0^1ds\,s^3/q$ becomes $\int_0^1du\,(1-u^2)$, and the singularity at $s=1$ disappears. The free-space term can be written $1=\frac32\int_0^1(1-u^2)du$. With $X_p=r_pe^{2iu\zeta}$, the perpendicular density is $\frac32(1-u^2)(1+\mathrm{Re}\,X_p)$. Because $|X_p|=|r_p|$,

$$1+\mathrm{Re}\,X_p=\tfrac12|1+X_p|^2+\tfrac12(1-|r_p|^2).$$

The first term is upward radiation, in which the direct and reflected waves interfere. The second is power entering the stack. The energy flux of a wave is proportional to $\mathrm{Re}\,y$ times its squared amplitude, so a transparent substrate receives the fraction $T_p=|t_p|^2\,\mathrm{Re}\,y_N/y_0$. Energy conservation leaves $A_p=1-|r_p|^2-T_p$ as absorption. Thus

$$\Gamma_\perp^{\rm up}=\tfrac34\!\int_0^1\!du\,(1-u^2)|1+X_p|^2,\quad
\Gamma_\perp^{\rm down}=\tfrac34\!\int_0^1\!du\,(1-u^2)T_p,$$

and replacing $T_p$ by $A_p$ gives the absorbed propagating waves. With an absorbing substrate there is no downward far field, and $T_p$ joins the absorption.

For a parallel dipole, $s\,ds/q\to du$ and $1=\frac34\int_0^1(1+u^2)du$. The $p$ part enters with $-X_p$, by the sign found above. The same identity gives

$$\Gamma_\parallel^{\rm up}=\tfrac38\int_0^1du\left[|1+X_s|^2+u^2|1-X_p|^2\right],$$

while the downward and absorbed parts contain $T_s+u^2T_p$ and $A_s+u^2A_p$ with the same prefactor.

If the substrate were transparent and denser than vacuum, waves with $1<s<\sqrt{\varepsilon_N}$ would also radiate into it, and plasmons could leak. The partition below would then need a further channel.

## Plasmons and the lossy remainder for $s>1$

Here $q=i\kappa$ and $s\,ds=\kappa\,d\kappa$, so $s^3ds/q=-i(1+\kappa^2)d\kappa$. The perpendicular evanescent rate is

$$\Gamma_\perp^{\rm ev}=\tfrac32\mathrm{Re}\int_0^\infty F\,d\kappa,\qquad F=-i(1+\kappa^2)r_pe^{-2\kappa\zeta}.\tag{6}$$

For the parallel dipole, $-q^2=\kappa^2$ gives $F=-\frac i2(r_s+\kappa^2r_p)e^{-2\kappa\zeta}$ with the same prefactor.

Let $C_-$ and $C_+$ be mirror-image paths below and above the plasmon poles, with common ends and no other singularities between them. Going out along $C_-$ and back along $C_+$ is counterclockwise, so $\int_{C_-}F-\int_{C_+}F=2\pi i\sum_j\mathrm{Res}_jF$. For forward modes the real axis is equivalent to $C_-$. (A backward pole between the paths lies between $C_-$ and the real axis, so its term in (7) below becomes $-\pi i\,\mathrm{Res}_jF$.) Writing $\int_{C_-}$ as half the sum plus half the difference,

$$\int_0^\infty F\,d\kappa=\underbrace{\tfrac12\Big(\int_{C_-}F+\int_{C_+}F\Big)}_{M}+\pi i\sum_j\mathrm{Res}_jF.\tag{7}$$

The residue of $F$ is $-i(1+\kappa_j^2)R_je^{-2\kappa_j\zeta}$. Since $\pi i\cdot(-i)=\pi$, the last term gives (3). The lossy remainder is $\frac32\mathrm{Re}\,M$. To the evanescent remainder one may add the absorbed propagating waves and call the sum the lossy channel.

Equation (7) is an identity, but assigning its two terms to physical channels is a convention. Its justification is the weak-loss limit. For evanescent waves the factors $i$ in the $y_j$ cancel in $r$, so conjugating both $\kappa$ and the permittivities conjugates $r$. The factor $-i$ in $F$ then gives $M(\varepsilon^*)=-M(\varepsilon)^*$, hence $\mathrm{Re}\,M(\varepsilon^*)=-\mathrm{Re}\,M(\varepsilon)$. If the metal is the one absorbing material, the remainder is odd in $\mathrm{Im}\,\varepsilon$. It vanishes linearly with loss as long as the poles stay between the paths, and the plasmons then take the whole evanescent rate.

At finite loss $\mathrm{Re}\,M$ is a difference between a total and a residue sum, and nothing forces it to be positive. A small negative value is not by itself a numerical failure.

### The near field

Above a bare metal at small $\zeta$, large $\kappa$ dominates. There all $q_j\approx is$, so $r_p\to(\varepsilon-1)/(\varepsilon+1)$. With $\int_0^\infty\kappa^2e^{-2\kappa\zeta}d\kappa=1/(4\zeta^3)$,

$$\Gamma_\perp^{\rm lossy}\simeq\frac{3}{8\zeta^3}\,\mathrm{Im}\frac{\varepsilon-1}{\varepsilon+1},\qquad
\Gamma_\parallel^{\rm lossy}\simeq\tfrac12\Gamma_\perp^{\rm lossy}.$$

A lossless coating of scaled thickness $\delta_c$ changes this. At large $\kappa$, $\rho$ is real and $g\propto e^{-2\kappa\delta_c}$, so (4) gives $\mathrm{Im}\,r_p=(1-\rho^2)\,\mathrm{Im}\,g/|1+\rho g|^2$, in which the denominator tends to one only for $\kappa\delta_c\gg1$. The absorption integral then contains $e^{-2\kappa(\zeta+\delta_c)}$ and stays finite as $\zeta\to0$.

## A coated metal film

Take round model parameters: wavelength 650 nm, a 10 nm coating with $\varepsilon=2.25$, a 30 nm metal film with $\varepsilon=-16+0.5i$, and vacuum below. Then $k_0=0.009666\ \mathrm{nm}^{-1}$.

Peaks of $|r_p|$ on a real $\kappa$ grid, refined by Newton iteration on $1/r_p=0$, give two plasmons. The residues come from averaging $r_p(\kappa)(\kappa-\kappa_j)$ over a small circle around each pole.

- Long-range: $s=1.0134+0.000126i$, $\kappa=0.1642+0.0008i$, $R=0.1323+0.0016i$.
- Short-range: $s=1.1337+0.00699i$, $\kappa=0.5343+0.0148i$, $R=0.605+0.013i$.

Energy along the surface decays as $e^{-2k_0\mathrm{Im}(s)x}$, so the propagation lengths $1/(2k_0\,\mathrm{Im}\,s)$ are about 411 µm and 7.4 µm.

### What the path gains

For a perpendicular dipole at 20 nm, consider the section $0<s<3$, using (5) with $a=3$, $b=0.6$ and Gauss–Legendre nodes in $\theta$. The absolute errors below are in units of $\Gamma_0$, relative to a 400-node result on the same arc.

| Nodes | Deformed path | Real axis |
|---:|---:|---:|
| 16 | $5\times10^{-4}$ | 2.7 |
| 32 | $2.5\times10^{-8}$ | 6.2 |
| 64 | $4\times10^{-14}$ | 2.5 |

On the real axis, 64 nodes have a mean spacing of $3/64\approx0.05$, far wider than the distances 0.000126 and 0.007 of the poles from the axis. The peaks are not resolved, and the error shows no steady decrease. These nodes are placed directly in $s$, so they also straddle the $1/q$ singularity at $s=1$. Adaptive quadrature in $u=q$ and $\kappa$ on the real axis, with break points at the poles, does reproduce the contour total.

### What the channels contain

At 20 nm, $\zeta=0.1933$. Neglecting the small imaginary parts, (3) gives for the perpendicular dipole

$$\Gamma_{\rm long}\approx4.712\times1.027\times0.1323\times e^{-0.0635}\approx0.60,$$

$$\Gamma_{\rm short}\approx4.712\times1.285\times0.605\times e^{-0.2066}\approx2.98.$$

Quadrature gives 0.689 for upward radiation, 0.093 for downward radiation, 0.011 for absorbed propagating waves and 0.185 for the evanescent remainder. The total is $0.689+0.093+0.011+0.601+2.980+0.185\approx4.56$.

The next table combines both radiation directions and both lossy parts, for the perpendicular dipole in units of $\Gamma_0$.

| $z_0$ (nm) | Total | Radiated | Long | Short | Lossy |
|---:|---:|---:|---:|---:|---:|
| 5 | 6.27 | 0.87 | 0.63 | 3.48 | 1.29 |
| 20 | 4.56 | 0.78 | 0.60 | 2.98 | 0.20 |
| 100 | 2.09 | 0.33 | 0.47 | 1.30 | −0.01 |
| 400 | 1.04 | 0.79 | 0.18 | 0.06 | 0.01 |

The short-range plasmon has the larger $\kappa$, so its rate falls faster with height than that of the long-range one. Its fraction of the total nevertheless rises at first, from $3.48/6.27\approx0.55$ at 5 nm to $2.98/4.56\approx0.65$ at 20 nm, because the lossy part falls faster still. At 100 nm the evanescent remainder is −0.020 and the absorbed propagating part is 0.011, so even the combined lossy entry is negative. The evanescent total is still positive: $0.466+1.305-0.020=1.75$. This lossy entry cannot be read as a measured heating rate.

For a dipole that reorients randomly and fast compared with its decay, the total is $(\Gamma_\perp+2\Gamma_\parallel)/3$. At 20 nm it is $(4.559+2\times0.809)/3=2.06$, of which 24% is radiated, 69% goes to plasmons and 7% is lossy. For fixed random orientations there is no single rate, and the fractions must be averaged emitter by emitter, which gives 29% radiated and 63% to plasmons. A transition dipole of $10^{-29}$ C m has $\Gamma_0=\omega^3d^2/(3\pi\varepsilon_0\hbar c^3)=1.03\times10^7\ \mathrm{s}^{-1}$, so its orientation-averaged rate becomes $2.1\times10^7\ \mathrm{s}^{-1}$.

### How firm the plasmon share is

Another convention assigns to plasmons all evanescent loss in a chosen window of $s$. For the perpendicular dipole at 20 nm, the windows $1<s<1.2$, $1<s<1.5$ and $1<s<2$ give 3.42, 3.55 and 3.60, against a residue sum of 3.58. The total rate is the same in every case.

A reported plasmon fraction should therefore name its convention. To detect a missed pole between the paths, compare $\int_{C_-}F-\int_{C_+}F$ with $2\pi i$ times the residue sum. A pole outside them escapes this test, so the paths must enclose the whole region where plasmons are expected. At small heights the local permittivity is itself an assumption, and a converged integral does not test it.
